# Period of a magnetic spiral from exchange and antisymmetric exchange

## The exercise

An ultrathin ferromagnetic film lies in the $xy$ plane on a heavy metal. Its exchange stiffness is $A=15$ pJ/m and its interfacial antisymmetric exchange constant (Dzyaloshinskii-Moriya constant) is $D=3$ mJ/m². Net magnetic anisotropy and applied field are neglected. The magnetization direction $\mathbf m$, with $|\mathbf m|=1$, is uniform through the thickness, and the energy per volume is

$$
w=A|\nabla\mathbf m|^2-D\left[m_z\,\nabla\!\cdot\mathbf m-(\mathbf m\cdot\nabla)m_z\right],\qquad D>0 .
$$

(a) Find the period of the spiral that minimizes the energy.

(b) Show that no other texture varying along a single in-plane direction has a lower energy density.

(c) Decide what "neglecting anisotropy" must mean in a film that has a stray field.

The definition of $A$ matters. If the exchange energy were written $(A/2)|\nabla\mathbf m|^2$, the same film would have a different number for $A$, and the formula for the period would have a different prefactor.

## Hints

1. Look at the units of $A$ and $D$. Which length can be built from them?
2. Let $\mathbf m$ depend on $x$ alone. The square bracket is then one component of $\mathbf m\times\mathbf m'$, where the prime means $d/dx$.
3. Try a rotation at a constant rate $q$ in the $xz$ plane. One energy term is quadratic in $q$ and the other is linear.
4. For part (b), use the fact that a unit vector is perpendicular to its own derivative, then complete a square.
5. For part (c), find the magnetic charges of the spiral, in the volume and on the two surfaces.

## Full solution

### The energy in one dimension

The units give $(\text{J/m})/(\text{J/m}^2)=\text{m}$, so $A/D$ is the one length available. The period must be a pure number times $A/D$, and the remaining work is to find that number.

When $\mathbf m$ depends on $x$ alone, $\nabla\cdot\mathbf m=m_x'$ and $(\mathbf m\cdot\nabla)m_z=m_xm_z'$. The bracket becomes

$$
m_zm_x'-m_xm_z'=(\mathbf m\times\mathbf m')_y ,
$$

and therefore

$$
w=A|\mathbf m'|^2-D\,(\mathbf m\times\mathbf m')_y .
$$

Choosing $x$ loses no generality. For variation along another in-plane unit vector $\mathbf n$, the component $\mathbf m\cdot\mathbf n$ takes the place of $m_x$ and the expression keeps its form.

The first term opposes any change of direction. The second is lowered by rotation about the $y$ axis in one sense and raised by rotation in the other.

### The best uniform spiral

Take the cycloid

$$
\mathbf m=(\sin qx,\,0,\,\cos qx),\qquad \mathbf m'=q(\cos qx,\,0,\,-\sin qx).
$$

Then $|\mathbf m'|^2=q^2$, and

$$
m_zm_x'-m_xm_z'=q\cos^2qx+q\sin^2qx=q .
$$

The energy density is the same everywhere:

$$
w(q)=Aq^2-Dq .
$$

For a small positive $q$ the linear term dominates, so $w<0$: the uniform state, with $w=0$, is not the lowest. For large $q$ the exchange term wins. The minimum follows from

$$
\frac{dw}{dq}=2Aq-D=0\quad\Rightarrow\quad q_0=\frac{D}{2A},
$$

and it is a minimum because $d^2w/dq^2=2A>0$. One period is a turn by $2\pi$:

$$
L_0=\frac{2\pi}{q_0}=\frac{4\pi A}{D}.
$$

The energy there is

$$
w(q_0)=\frac{D^2}{4A}-\frac{D^2}{2A}=-\frac{D^2}{4A}\equiv-w_0 .
$$

If $D$ were negative, the minimum would lie at $q=-|D|/(2A)$: the same period with the opposite sense of rotation.

The plane of rotation matters as well. For $\mathbf m=(0,\sin qx,\cos qx)$, which turns in the plane perpendicular to its direction of variation, $m_x=0$ and $m_x'=0$. The antisymmetric term vanishes and $w=Aq^2$, so this spiral gains nothing from an interfacial $D$.

### The numbers

$$
\frac AD=\frac{15\times10^{-12}\ \text{J/m}}{3\times10^{-3}\ \text{J/m}^2}=5\ \text{nm},
\qquad L_0=4\pi\times5\ \text{nm}=62.8\ \text{nm}\ (0.0628\ \mu\text{m}).
$$

The wavenumber is $q_0=0.1$ rad/nm, and the energy gain over the uniform state is

$$
w_0=\frac{(3\times10^{-3})^2}{4\times15\times10^{-12}}\ \text{J/m}^3=0.15\ \text{MJ/m}^3 .
$$

To see how sharp the minimum is, write $q=q_0L_0/L$ for a spiral of another period $L$. Since $Aq_0^2=w_0$ and $Dq_0=2w_0$,

$$
w(L)=w_0\left[\left(\frac{L_0}{L}\right)^2-2\,\frac{L_0}{L}\right].
$$

This gives $-0.101$ MJ/m³ at 40 nm and $-0.129$ MJ/m³ at 100 nm, against $-0.15$ MJ/m³ at the best period. Even a spiral stretched to 100 nm keeps most of the gain. How far an added energy shifts the period depends also on how that energy varies with the period; the two variations below work out examples.

### No other one-directional texture is lower

The cycloid was a guess. To remove it, let $\mathbf m(x)$ be any smooth unit vector field. Differentiating $\mathbf m\cdot\mathbf m=1$ gives $\mathbf m\cdot\mathbf m'=0$, so the two vectors are perpendicular and $|\mathbf m\times\mathbf m'|=|\mathbf m'|$. A component cannot exceed the length of its vector, hence $(\mathbf m\times\mathbf m')_y\le|\mathbf m'|$ and

$$
w\ \ge\ A|\mathbf m'|^2-D|\mathbf m'|
= A\left(|\mathbf m'|-\frac{D}{2A}\right)^2-\frac{D^2}{4A}\ \ge\ -\frac{D^2}{4A}.
$$

This holds at every point, so it also holds for the average. Equality needs two things. The rate of turning must be $|\mathbf m'|=D/(2A)$, and $\mathbf m\times\mathbf m'$ must point along $+y$, which confines $\mathbf m$ to the $xz$ plane. These conditions describe the cycloid found above, up to a shift along $x$.

The argument covers variation along one direction. It does not decide whether a texture varying in both $x$ and $y$ could lie lower.

The same state appears when no spiral is assumed. A row of 81 three-component unit spins, 1 nm apart and with free ends, was started with random tilts about a common direction. Each spin was then repeatedly aligned with the field of its neighbours until no torque remained. The row settled into a cycloid of period 63.04 nm and energy density $-0.1496$ MJ/m³.

The period exceeds 62.83 nm because the row is discrete. With spacing $a$ and a turn $\varphi$ per step, the energy density is

$$
\frac{2A}{a^2}(1-\cos\varphi)-\frac Da\sin\varphi ,
$$

and setting its derivative to zero gives $\tan\varphi=Da/(2A)=q_0a$. For small $q_0a$,

$$
\varphi\approx q_0a\left[1-\frac{(q_0a)^2}{3}\right],\qquad
L=\frac{2\pi a}{\varphi}\approx L_0\left[1+\frac{(q_0a)^2}{3}\right].
$$

For $a=1$ nm the excess is 0.33%, as found. For a rough atomic spacing of 0.25 nm, neighbouring moments differ by 1.43° and the excess is 0.021%. The continuum description is amply good here.

### What "no anisotropy" must mean

A magnetized film has a stray field, which acts much like an anisotropy. Take a rough magnetization $M=1.0$ MA/m and thickness $t=1$ nm. A film magnetized uniformly along its normal has the magnetostatic energy density

$$
K_d=\tfrac12\mu_0M^2=0.628\ \text{MJ/m}^3 ,
$$

while one magnetized uniformly in its plane has none. This is 4.19 times the spiral's gain $w_0$, so it cannot simply be dropped.

For the cycloid, the surfaces carry charges $\pm M\cos qx$ and the volume carries $-\nabla\cdot\mathbf M=-qM\cos qx$. A charged sheet $\sigma\cos qx$ at height $z'$ has the potential $\sigma\cos(qx)\,e^{-q|z-z'|}/(2q)$. The energy is $\mu_0/2$ times charge times potential, and the average of $\cos^2qx$ supplies another factor $1/2$.

The two surfaces, each with its own energy and with their mutual attraction, give

$$
\frac{\mu_0M^2}{4t}\,\frac{2-2e^{-qt}}{2q}=\frac{K_d}{2}f,\qquad f=\frac{1-e^{-qt}}{qt}.
$$

The volume charges give

$$
\frac{\mu_0q^2M^2}{4t}\int_0^t\!\!\int_0^t\frac{e^{-q|z-z'|}}{2q}\,dz\,dz'
=\frac{\mu_0M^2}{4t}\left[t-\frac{1-e^{-qt}}{q}\right]=\frac{K_d}{2}(1-f).
$$

The cross term vanishes, because the potential of the opposite surfaces is odd about the film's midplane and the volume charge is even. The total is $K_d/2$ for every $q$. For an undistorted cycloid in a single film, magnetostatics therefore does not shift the period. It does raise the energy: $0.314-0.150=+0.164$ MJ/m³ lies above the in-plane uniform state, which has energy zero.

The neglect in the exercise is thus a statement about a sum. The interface must supply a perpendicular anisotropy $K_u\sin^2\theta$, with $\theta$ measured from the normal, such that $K_u=K_d$. Both uniform states then have energy $K_d$. The cycloid has $K_u/2+K_d/2=K_d$ plus its exchange terms, and the comparison made above is restored.

The cancellation leaves a small torque. Averaged over the thickness, the stray field is $H_x=-(1-f)M\sin qx$ and $H_z=-fM\cos qx$; these amplitudes reproduce the two energies above. In this field the derivative of $-\mu_0\mathbf M\cdot\mathbf H$ with respect to $\theta$, taken at $\theta=qx$, is $K_d(1-2f)\sin2\theta$. The interface anisotropy adds $K_d\sin2\theta$. The sum, $2K_d(1-f)\sin2\theta$, is what an easy-axis anisotropy of strength $2K_d(1-f)$ would produce. With $f=0.952$ this is 0.061 MJ/m³. The first variation shows that even a constant anisotropy of 0.1 MJ/m³ changes the period by little more than one percent. The remainder here is smaller, and it weakens as the period grows because $1-f$ does, so it favours longer periods less than a constant anisotropy would.

### The result beside real films

The value of $A$ is typical of thin metallic ferromagnets. The value of $D$ is at the high end for such films on heavy metals, and halving it would double the period. For small errors, $\delta L_0/L_0=\delta A/A-\delta D/D$, so a 10% uncertainty in $D$ alone gives about 10% in the period. A perpendicular memory layer does not satisfy the assumption of vanishing net anisotropy, since it is built to have an easy axis. In this model the period then grows, and beyond a threshold derived below the spiral loses to the uniform state. Stacks of several magnetic layers add dipolar coupling between layers, which is not included here.

Temperature enters through $A$ and $D$, which must be the values at the temperature of use. It also enters through the balance $K_u=K_d$: since $K_u$ and $M^2$ need not change with temperature in the same way, a balance reached at one temperature may fail at another. The energy gain in a patch one period square, $w_0L_0^2t$, is 143 $k_BT$ at 300 K. Thermal energy is thus small on the scale of one period, but this number is not a barrier height and says nothing about lifetime.

## Two variations

Both variations add an energy density $V(\theta)\ge0$ that vanishes in a uniform state. The comparison is between that state and cycloids in the $xz$ plane, $\mathbf m=(\sin\theta,0,\cos\theta)$, for which

$$
w=A\theta'^2-D\theta'+V(\theta).
$$

The term $-D\theta'$ contributes $-2\pi D$ per turn whatever the shape, so the shape follows from $2A\theta''=dV/d\theta$. Multiplying by $\theta'$ and integrating,

$$
A\theta'^2=C+V(\theta),\qquad L=\int_0^{2\pi}\frac{d\theta}{\theta'}=\sqrt A\int_0^{2\pi}\frac{d\theta}{\sqrt{C+V}} .
$$

Replacing $V$ by $A\theta'^2-C$ gives the mean energy density over one turn:

$$
E=-C+\frac{S-2\pi D}{L},\qquad S=2A\int_0^{2\pi}\theta'\,d\theta=2\sqrt A\int_0^{2\pi}\sqrt{C+V}\,d\theta .
$$

Since $dS/dC=L$, two terms cancel in the derivative:

$$
\frac{dE}{dC}=-1+\frac LL-\frac{S-2\pi D}{L^2}\frac{dL}{dC}=-\frac{S-2\pi D}{L^2}\frac{dL}{dC}.
$$

$S$ grows with $C$ and $L$ falls, so the minimum is at $S=2\pi D$, where $E=-C$. The spiral beats the uniform state if this condition is met with $C>0$. The threshold is $S=2\pi D$ at $C=0$. There $\theta'$ vanishes in the uniform direction and the period diverges.

For weak $V$, both cases below have $C+V=w_0(u-g\cos n\theta)$ with a constant $u$ near 1, a small $g$, and $n=2$ or 1. Because $\sqrt{w_0/A}=q_0$, the condition $S=2\pi D$ says that the average of $\sqrt{u-g\cos n\theta}$ over a turn is 1. To second order this reads $\sqrt u\,(1-g^2/16)=1$, so $u\approx1+g^2/8$. The relative period is the average of the inverse root:

$$
\frac{L}{L_0}\approx\left(1-\frac{g^2}{16}\right)\left(1+\frac{3g^2}{16}\right)\approx1+\frac{g^2}{8}.
$$

### Variation 1: some easy-axis anisotropy remains

*The cancellation is imperfect and leaves $V=K\sin^2\theta$ with $K=0.1$ MJ/m³. What is the period, and which $K$ removes the spiral?*

Since $\sin^2\theta=(1-\cos2\theta)/2$, here $g=K/(2w_0)=0.33$, and the estimate is an increase of $g^2/8=1.4\%$. Solving $S=2\pi D$ numerically for $C$, with the integrals done by quadrature, gives 63.7 nm, an increase of 1.45%. The shift is small because it is quadratic in $K$: the spiral hurries through the costly in-plane directions and lingers near the normal, and these changes cancel to first order. This number treats the stray field as purely local. Keeping the remainder $2K_d(1-f)$ of the 1 nm film, which is comparable to $K$, gives 64.3 nm, an increase of 2.4%.

At the threshold, $\int_0^{2\pi}|\sin\theta|\,d\theta=4$ gives

$$
8\sqrt{AK_c}=2\pi D\quad\Rightarrow\quad K_c=\frac{\pi^2D^2}{16A}=0.37\ \text{MJ/m}^3 .
$$

Above $K_c$ the uniform perpendicular state lies below every such cycloid, as long as the stray field is treated as a local anisotropy, as it is in $w$. In an extended film its long-range part favours alternating up and down regions, so stripes remain below the uniform state well above this $K_c$, with a steeply growing period. For the 1 nm film the period is about 0.9 µm at $K=0.45$ MJ/m³, about 3 µm at 0.5 MJ/m³ and tens of micrometres at 0.6 MJ/m³.

### Variation 2: a perpendicular field is applied

*With $K=0$, a field $B=100$ mT acts along the normal. What is the period, and which field removes the spiral?*

Measured from the state aligned with the field, $V=MB(1-\cos\theta)$, with $MB=0.1$ MJ/m³. Now $g=MB/w_0=0.67$, twice the previous value for the same energy scale, and the estimate is an increase of 5.6%. The numerical solution gives 67.0 nm, an increase of 6.7%; the difference shows that $g$ is no longer small.

At the threshold, $\sqrt{1-\cos\theta}=\sqrt2\,|\sin(\theta/2)|$ integrates to $4\sqrt2$ over a turn, so

$$
8\sqrt{2AMB_c}=2\pi D\quad\Rightarrow\quad B_c=\frac{\pi^2D^2}{32AM}=185\ \text{mT}.
$$

Fields of this size can be reached with a laboratory electromagnet, so a measurement of the zero-field period should be made in fields of a few tens of millitesla at most. The threshold compares cycloids with the uniform state and, like $K_c$, leaves out the long-range part of the stray field. Textures varying in two directions, such as skyrmion lattices, are outside this comparison. In the same local model, a circular-cell estimate puts a skyrmion lattice below the cycloid from a field between 60 and 80 mT upward; at 100 mT it gives $-0.065$ MJ/m³ against $-0.059$ MJ/m³, both measured from the field-aligned state. The 67.0 nm found above is therefore the period of the best cycloid at 100 mT with a local stray field (67.3 nm when the remainder $2K_d(1-f)$ is kept), not that of the lowest state.

Numerical values quoted here were computed with a short program.
